# The Becke-Roussel hole potential: derivation, exactness for 1s, and tail, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the exchange hole to the working equations

### What a local density potential misses

An exchange potential computed from the local density alone goes wrong at the edge of every atom. Coulomb scaling makes such a potential proportional to $\rho^{1/3}$, so where the density falls as $e^{-\kappa r}$ the potential falls as $e^{-\kappa r/3}$. An electron far out should instead feel the hole it leaves behind, which carries one unit of charge and attracts it as $-1/r$. In the hydrogen atom the failure is plain: the repulsion of the electron by its own density decays as $1/r$, and an exponentially decaying potential cannot cancel it.

The exact hole would cure this, but it depends on all occupied orbitals at pairs of points. The Becke-Roussel model replaces it by a displaced exponential charge whose two parameters follow from quantities at one point. The resulting potential is

$$
U=-\frac{1}{b}\left(1-e^{-x}-\tfrac12xe^{-x}\right). \tag{1}
$$

This appendix derives Eq. (1) and the equations for $x$ and $b$. It then shows that the model is exact for the hydrogenic 1s state at any nuclear charge and fails for 2s, and it gives conditions on the density under which the limit $-1/r$ holds.

### The exact hole and its potential

Hartree atomic units are used. All quantities refer to one spin channel, whose label is dropped. The occupied orbitals $\psi_i$ are real and orthonormal, each holding one electron. In a closed-shell code, therefore, half the total density enters below, not the total density. Define

$$
\Gamma(\mathbf r,\mathbf r')=\sum_i\psi_i(\mathbf r)\psi_i(\mathbf r'),\qquad
\rho(\mathbf r)=\Gamma(\mathbf r,\mathbf r),\qquad
h(\mathbf r,\mathbf r')=\frac{\Gamma(\mathbf r,\mathbf r')^2}{\rho(\mathbf r)} . \tag{2}
$$

The function $h$ is the exchange hole of a single determinant, counted as a positive depletion. It describes how much same-spin density is missing at $\mathbf r'$ when an electron is at $\mathbf r$. Orthonormality fixes its total charge:

$$
\int h\,d\mathbf r'=\frac1{\rho(\mathbf r)}\sum_{ij}\psi_i(\mathbf r)\psi_j(\mathbf r)\int\psi_i(\mathbf r')\psi_j(\mathbf r')\,d\mathbf r'
=\frac1{\rho(\mathbf r)}\sum_i\psi_i(\mathbf r)^2=1 .
$$

At coincidence, $h(\mathbf r,\mathbf r)=\rho(\mathbf r)$. The Coulomb potential of the hole, and the exchange energy of this spin channel, are

$$
U(\mathbf r)=-\int\frac{h(\mathbf r,\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r',\qquad
E_x=\frac12\int\rho(\mathbf r)U(\mathbf r)\,d\mathbf r . \tag{3}
$$

The minus sign appears because a depletion of electrons attracts an electron. The factor $1/2$ prevents each pair from being counted twice.

The potential $U$ is the Slater potential. It is not in general the functional derivative of $E_x$. Write $h(\mathbf r,\mathbf r')=\rho(\mathbf r')\,g(\mathbf r,\mathbf r')$ with the symmetric function $g=\Gamma^2/[\rho(\mathbf r)\rho(\mathbf r')]$, so that $E_x=-\tfrac12\iint\rho(\mathbf r)\rho(\mathbf r')\,g/|\mathbf r-\mathbf r'|\,d\mathbf r\,d\mathbf r'$. Varying the two density factors at fixed $g$ gives $U$, but $g$ also changes with the density and adds a further term. One electron is a special case, with $g=1$. There $\Gamma^2=\rho(\mathbf r)\rho(\mathbf r')$, so $h(\mathbf r,\mathbf r')=\rho(\mathbf r')$ and

$$
E_x=-\frac12\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r',\qquad
\frac{\delta E_x}{\delta\rho(\mathbf r)}=-\int\frac{\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r'=U(\mathbf r).
$$

The variation acts on each of the two density factors, and the two equal terms cancel the $1/2$. For one electron, $U$ is thus the exact exchange potential and removes the self-repulsion.

### What the hole looks like close to the electron

The Coulomb kernel in Eq. (3) depends on the distance $s=|\mathbf r'-\mathbf r|$ alone. The potential therefore needs only the average of $h$ over the directions of $\mathbf s=\mathbf r'-\mathbf r$. Where the orbitals are smooth, that is, away from a nucleus, a Taylor expansion gives

$$
h(\mathbf r,\mathbf r+\mathbf s)=h+\sum_j s_j\partial'_jh+\frac12\sum_{jk}s_js_k\partial'_j\partial'_kh+\cdots .
$$

The derivatives act on $\mathbf r'$ and are taken at $\mathbf r'=\mathbf r$. Under the angular average, terms of odd order vanish, and $\langle s_js_k\rangle=s^2\delta_{jk}/3$ by isotropy. Hence

$$
\langle h\rangle(s)=\rho+\frac{s^2}{6}\nabla'^2h\Big|_{\mathbf r'=\mathbf r}+O(s^4). \tag{4}
$$

To find the Laplacian, differentiate the square:

$$
\nabla'^2\Gamma^2=2|\nabla'\Gamma|^2+2\Gamma\nabla'^2\Gamma .
$$

Let $\tau=\sum_i|\nabla\psi_i|^2$, without a factor $1/2$. A program that stores the kinetic energy density with the factor $1/2$ must double it first. Differentiating $\rho=\sum_i\psi_i^2$ once and twice gives

$$
\nabla\rho=2\sum_i\psi_i\nabla\psi_i,\qquad
\nabla^2\rho=2\tau+2\sum_i\psi_i\nabla^2\psi_i .
$$

At coincidence we therefore have

$$
\Gamma=\rho,\qquad \nabla'\Gamma=\sum_i\psi_i\nabla\psi_i=\tfrac12\nabla\rho,\qquad
\nabla'^2\Gamma=\sum_i\psi_i\nabla^2\psi_i=\tfrac12\nabla^2\rho-\tau .
$$

Insert these and divide by the $\rho(\mathbf r)$ in the denominator of $h$, which does not depend on $\mathbf r'$:

$$
\nabla'^2h=\frac{\tfrac12|\nabla\rho|^2+\rho\nabla^2\rho-2\rho\tau}{\rho}
=\nabla^2\rho-2D,\qquad
D=\tau-\frac{|\nabla\rho|^2}{4\rho}. \tag{5}
$$

The averaged hole thus starts as $\rho+Qs^2$. For later use, a parameter $\gamma$ is placed in front of $D$:

$$
Q=\frac16\left(\nabla^2\rho-2\gamma D\right). \tag{6}
$$

The true curvature has $\gamma=1$.

The quantity $D$ measures how far the channel is from having a single orbital. Substituting $\nabla\rho$ gives

$$
\rho D=\sum_{ij}\psi_i^2|\nabla\psi_j|^2-\Big|\sum_i\psi_i\nabla\psi_i\Big|^2
=\sum_{i<j}\left|\psi_i\nabla\psi_j-\psi_j\nabla\psi_i\right|^2 . \tag{7}
$$

To see the last equality, note that the terms with $i=j$ cancel between the two sums. Each pair $i<j$ then leaves $\psi_i^2|\nabla\psi_j|^2+\psi_j^2|\nabla\psi_i|^2-2\psi_i\psi_j\nabla\psi_i\cdot\nabla\psi_j$, which is the square shown. Hence $D\ge0$, and $D=0$ when the channel holds one orbital.

With more orbitals, $D$ cannot be dropped. For occupied hydrogen 1s and 2s orbitals at $r=1$ bohr, the curvature taken directly from the averaged hole is $3.288\times10^{-4}$ bohr$^{-5}$, in agreement with Eq. (6) at $\gamma=1$. Without $D$, the formula would give $6.099\times10^{-4}$ bohr$^{-5}$.

### The model hole

The model is suggested by the hydrogen atom. Take a normalized exponential charge and put the electron at distance $b$ from its centre:

$$
f(t)=\frac{a^3}{8\pi}e^{-at},\qquad
\int f\,d\mathbf t=\frac{a^3}{2}\int_0^\infty t^2e^{-at}\,dt=\frac{a^3}{2}\frac{2}{a^3}=1 . \tag{8}
$$

Here $t$ is the distance from the centre of the charge, $a>0$ is its decay rate, and $b>0$. Both $a$ and $b$ change from one reference point to the next. The centre need not coincide with a nucleus, and no direction is assigned to it, since only the spherical average about the electron is used.

On a sphere of radius $s$ about the electron, $t^2=b^2+s^2-2bs\mu$, where $\mu$ is the cosine of the polar angle. At fixed $s$ this gives $t\,dt=-bs\,d\mu$. The average becomes

$$
\bar h(s)=\frac12\int_{-1}^{1}f\,d\mu=\frac1{2bs}\int_{|b-s|}^{b+s}t f(t)\,dt .
$$

An antiderivative of $te^{-at}$ is $-(at+1)e^{-at}/a^2$, as differentiation confirms. Therefore

$$
\bar h(s)=\frac{a}{16\pi bs}\left[(a|b-s|+1)e^{-a|b-s|}-(a(b+s)+1)e^{-a(b+s)}\right]. \tag{9}
$$

The prefactor is $a^3/(8\pi)$ times $1/(2bs)$ times $1/a^2$. Averaging over directions does not change the total charge, so $\bar h$ still integrates to one for every $a$ and $b$. The sum rule is built in and uses up neither parameter.

### The potential of the model hole

Each shell of the averaged hole contributes $-4\pi s^2\bar h/s$ to the potential at the electron. With Eq. (9),

$$
U=-4\pi\int_0^\infty s\bar h(s)\,ds=-\frac{a}{4b}\,(I_1-I_2),
$$

where $I_1$ and $I_2$ are the integrals of the two terms in the square bracket. Put $x=ab$. In $I_1$, split the range at $s=b$ and use $v=a|b-s|$. In $I_2$, use $v=a(b+s)$. Then

$$
\begin{aligned}
I_1&=\frac1a\int_0^x(v+1)e^{-v}dv+\frac1a\int_0^\infty(v+1)e^{-v}dv
=\frac{2-(x+2)e^{-x}}a+\frac2a,\\
I_2&=\frac1a\int_x^\infty(v+1)e^{-v}dv=\frac{(x+2)e^{-x}}a .
\end{aligned}
$$

These follow from the antiderivative $-(v+2)e^{-v}$. The difference is $I_1-I_2=[4-2(x+2)e^{-x}]/a$, so

$$
U=-\frac1b\left[1-\frac{x+2}{2}e^{-x}\right]=-\frac1b\left(1-e^{-x}-\tfrac12xe^{-x}\right),
$$

which is Eq. (1).

Electrostatics gives the same result and shows its meaning. The charge closer to the centre than $b$ is $1-(1+x+x^2/2)e^{-x}$, and it acts as if concentrated at the centre. The charge farther out contributes $4\pi\int_b^\infty tf\,dt=(a/2)(x+1)e^{-x}$, which equals $(x^2+x)e^{-x}/(2b)$ because $a=x/b$. In the sum, the terms in $x^2$ cancel and the terms in $x$ leave $-\tfrac12xe^{-x}$.

As a numerical case, take $a=1.7$ bohr$^{-1}$ and $b=1.3$ bohr. Then $x=2.21$, and Eq. (1) gives $U=-0.5916$ hartree, the value also found by direct quadrature over the hole.

Two limits are useful. For large $x$ the electron is outside nearly all of the charge, and $U\to-1/b$. For small $x$, expansion of the exponential gives $1-(1+x/2)e^{-x}=x/2-x^3/12+\cdots$, hence

$$
U=-\frac a2+\frac{ax^2}{12}+\cdots . \tag{10}
$$

The potential stays finite at the centre of the charge. In a program, $1-e^{-x}$ should be computed as $-\mathrm{expm1}(-x)$. This avoids the loss of digits when $x$ is small.

### Fixing the two parameters

The model is required to reproduce the value and the curvature of the averaged hole at $s=0$. At the electron its value is $f(b)$. By the argument that led to Eq. (4), its curvature is one sixth of the Laplacian of $f$ at distance $b$. Since $f'=-af$ and $f''=a^2f$,

$$
\nabla^2f=f''+\frac2bf'=\left(a^2-\frac{2a}b\right)f .
$$

The two conditions are therefore

$$
\frac{a^3}{8\pi}e^{-ab}=\rho,\qquad a^2-\frac{2a}{b}=q,\qquad q\equiv\frac{6Q}{\rho}. \tag{11}
$$

Substitute $a=x/b$. The first condition gives $b$, and the second gives $q$:

$$
b=\frac{x\,e^{-x/3}}{(8\pi\rho)^{1/3}},\qquad q=\frac{x(x-2)}{b^2}. \tag{12}
$$

Because $(8\pi\rho)^{2/3}=4\pi^{2/3}\rho^{2/3}$, inserting the first relation in the second leaves one equation for $x$:

$$
G(x)\equiv\frac{x-2}{x}\,e^{2x/3}=y,\qquad
y=\frac{q}{4\pi^{2/3}\rho^{2/3}}=\frac{3Q}{2\pi^{2/3}\rho^{5/3}} . \tag{13}
$$

It has one positive solution for every real $y$. Differentiating $G=(1-2/x)e^{2x/3}$ gives

$$
G'(x)=\left[\frac2{x^2}+\frac23\left(1-\frac2x\right)\right]e^{2x/3}
=\frac{2e^{2x/3}}{3x^2}\left[(x-1)^2+2\right]>0 .
$$

Moreover, $G\to-\infty$ as $x\to0^+$ and $G\to+\infty$ as $x\to\infty$. A continuous, rising function with this range takes each value once. Negative $Q$ gives $x<2$, $Q=0$ gives $x=2$, and positive $Q$ gives $x>2$. The inverted form of Eq. (13), with $x-2$ in a denominator, has a pole at $Q=0$; the form used here has none.

## Second half: exactness, the tail, and use in a program

### Symbols and results carried over

For one spin channel, $\rho$ is the density, $\tau=\sum_i|\nabla\psi_i|^2$, and $D=\tau-|\nabla\rho|^2/(4\rho)$, which vanishes for a single orbital. The scaled curvature is $q=6Q/\rho=(\nabla^2\rho-2\gamma D)/\rho$, with $\gamma=1$ for the true hole. The model hole is the charge $a^3e^{-at}/(8\pi)$ with its centre at distance $b$ from the electron, and $x=ab$. Its parameters obey

$$
\frac{a^3e^{-x}}{8\pi}=\rho,\qquad a^2-\frac{2a}b=q, \tag{14}
$$

which have one solution with $x>0$, found from $(x-2)e^{2x/3}/x=y$ with $y=q/(4\pi^{2/3}\rho^{2/3})$. The potential is $U=-[1-(1+x/2)e^{-x}]/b$, and the exchange energy of the channel is $\tfrac12\int\rho U\,d\mathbf r$.

### Exactness for the 1s state

An electron in the 1s state of a nucleus of charge $Z$ has

$$
\rho=\frac{Z^3}{\pi}e^{-2Zr},\qquad D=0,\qquad
q=\frac{\rho''+2\rho'/r}{\rho}=4Z^2-\frac{4Z}{r} .
$$

Try $a=2Z$ and $b=r$. The first condition in Eq. (14) becomes $8Z^3e^{-2Zr}/(8\pi)=\rho$, and the second becomes $4Z^2-4Z/r=q$. Both hold. Because the solution is unique, a solver cannot return anything else. The model charge is then the 1s density itself, centred on the nucleus, and for one electron that density is the exact hole. Therefore

$$
U(r)=-\frac1r\left[1-(1+Zr)e^{-2Zr}\right] \tag{15}
$$

is the exact hole potential and, for one electron, the exact exchange potential. Since $D=0$, the value of $\gamma$ plays no role. For $Z=1$ and $r=1$ bohr, $x=2$ and $U=-(1-2e^{-2})=-0.7293$ hartree.

The energy follows by elementary integrals:

$$
\begin{aligned}
E_x&=\frac12\int_0^\infty4\pi r^2\rho U\,dr
=-2Z^3\int_0^\infty r\left[e^{-2Zr}-(1+Zr)e^{-4Zr}\right]dr\\
&=-2Z^3\left[\frac1{4Z^2}-\frac1{16Z^2}-\frac{2Z}{64Z^3}\right]=-\frac{5Z}{16}.
\end{aligned}
$$

This is $-0.3125$ hartree for $Z=1$. It is a good first check of a new implementation, because it involves both signs of $Q$: the Laplacian of the 1s density changes sign at $r=1/Z$.

Two electrons of opposite spin that share such an orbital are also treated exactly at the exchange level, since each spin channel satisfies the same equations.

The model potential and the equations for its two parameters have been derived, and the model has been shown to be exact for the hydrogenic 1s state at any nuclear charge. What remains is to show why it fails for 2s, to find when the limit $-1/r$ holds, and to examine the role of $\gamma$, the helium atom and the evaluation in a program.
